\section*{Charge, Centroid and Variance of a Switching Current after Low-Pass Amplification}

\section{A current peak that changes shape but not charge}

A model ferroelectric capacitor releases $1000.0$ pC of switching charge in a current peak of height $17.05\,\mu$A. A current amplifier with a time constant of $10\,\mu$s records a peak of $15.76\,\mu$A. The recorded charge is still $1000.0$ pC. The centroid has moved from $84.0$ to $94.0\,\mu$s, a delay equal to the time constant, while the maximum has moved by $9.6\,\mu$s. The charge and the centroid thus obey a simple rule that the height and the position of the maximum do not share.

\section{The amplifier and the assumptions}

Let $x(t)$ be the current entering an inverting amplifier whose feedback path is a resistor $R_f$ in parallel with a capacitor $C_f$. For an ideal amplifier the input node stays at ground potential and draws no current, so $x$ must leave through the feedback path:
\begin{equation}
x=-\frac{v}{R_f}-C_f\frac{dv}{dt},
\end{equation}
where $v$ is the output voltage. The normalized output is $y=-v/R_f$, which has the dimension of a current and equals $x$ when $x$ is constant and the transient has died out. Substituting $v=-R_fy$ gives
\begin{equation}
\tau y'+y=x,\qquad \tau=R_fC_f>0. \label{ode}
\end{equation}
The charge on the feedback capacitor has magnitude $C_f|v|=\tau|y|$, so $\tau y$ is the charge held by the filter, with the sign of the input current. No physical constant appears in \eqref{ode}; the algebra reads the same in atomic units and in laboratory units.

The assumptions are as follows.
\begin{enumerate}
\item The amplifier is linear with constant $\tau$, and it starts at rest: $x=0$ for $t<0$ and $y(0)=0$.
\item The input current does not depend on the amplifier's response.
\item The integral $\int_0^\infty(1+t^2)|x|\,dt$ is finite.
\item The net charge $Q=\int_0^\infty x\,dt$ is not zero.
\end{enumerate}
For $f=x$ or $y$ define
\begin{equation}
M_n(f)=\int_0^\infty t^n f\,dt,\quad
m_f=\frac{M_1(f)}{M_0(f)},\quad
\sigma_f^2=\frac{M_2(f)}{M_0(f)}-m_f^2 . \label{defs}
\end{equation}
Here $m_f$ is the centroid and $\sigma_f^2$ the variance.

\paragraph{Theorem.} Under these assumptions,
\begin{equation}
M_0(y)=Q,\qquad m_y=m_x+\tau,\qquad \sigma_y^2=\sigma_x^2+\tau^2. \label{main}
\end{equation}

\section{Two lemmas and the proof}

\paragraph{Lemma 1.} The output is
\begin{equation}
y(t)=\int_0^t h(t-u)\,x(u)\,du,\qquad h(s)=\frac{e^{-s/\tau}}{\tau}\quad(s\ge0). \label{conv}
\end{equation}

\emph{Proof.} Multiply \eqref{ode} by $e^{t/\tau}/\tau$. The left side becomes a total derivative,
\begin{equation}
e^{t/\tau}y'+\frac{e^{t/\tau}}{\tau}y=\frac{d}{dt}\left(e^{t/\tau}y\right)=\frac{e^{t/\tau}}{\tau}x .
\end{equation}
Integrate from $0$ to $t$, use $y(0)=0$, and multiply by $e^{-t/\tau}$. This is \eqref{conv}.

\paragraph{Lemma 2.} The moments $I_n=\int_0^\infty s^n h(s)\,ds$ are $I_n=n!\,\tau^n$.

\emph{Proof.} Direct integration gives $I_0=[-e^{-s/\tau}]_0^\infty=1$. For $n\ge1$, integrate by parts, with $-e^{-s/\tau}$ as the antiderivative of $h$:
\begin{equation}
I_n=\left[-s^ne^{-s/\tau}\right]_0^\infty+n\int_0^\infty s^{n-1}e^{-s/\tau}ds=n\tau I_{n-1}.
\end{equation}
The boundary term vanishes at both ends, and the last step uses $e^{-s/\tau}=\tau h(s)$. Repetition down to $I_0$ gives the result.

\paragraph{Proof of the theorem.} Insert \eqref{conv} into $M_n(y)$ and write $t=u+s$, where $u$ is the time at which charge enters and $s\ge0$ the delay. For $n=0,1,2$,
\begin{equation}
M_n(y)=\int_0^\infty\!\!\int_0^\infty (u+s)^n x(u)h(s)\,du\,ds. \label{double}
\end{equation}
The order of integration may be exchanged because the integral converges absolutely: expanding $(u+s)^n$ leaves products of $\int u^k|x|\,du$ and $I_{n-k}$ with $k\le2$, all finite by assumption 3 and Lemma 2. The same expansion without the absolute value gives
\begin{align}
M_0(y)&=M_0(x)I_0=Q,\\
M_1(y)&=M_1(x)I_0+M_0(x)I_1=M_1(x)+\tau Q,\\
M_2(y)&=M_2(x)I_0+2M_1(x)I_1+M_0(x)I_2\nonumber\\
&=M_2(x)+2\tau M_1(x)+2\tau^2Q .
\end{align}
The first line is charge conservation. Dividing the second by $Q$ gives $m_y=m_x+\tau$. For the variance, divide the third by $Q$ and subtract $m_y^2$:
\begin{align}
\sigma_y^2&=\frac{M_2(x)}{Q}+2\tau m_x+2\tau^2-(m_x+\tau)^2\nonumber\\
&=\frac{M_2(x)}{Q}-m_x^2+(2\tau m_x-2\tau m_x)+(2\tau^2-\tau^2)\nonumber\\
&=\sigma_x^2+\tau^2 .
\end{align}
This proves \eqref{main}.

\paragraph{Remark 1 (meaning).} If $x\ge0$, then $x/Q$ is a distribution of entry times and $h$ a distribution of delays with mean $\tau$ and variance $2\tau^2-\tau^2=\tau^2$. Equation \eqref{double} says that the two are independent, so their means and variances add. If the third absolute moment of $x$ is also finite, the third central moments add too, because every cross term contains a vanishing mean deviation. That of $h$ is
\begin{equation}
I_3-3\tau I_2+3\tau^2I_1-\tau^3=(6-6+3-1)\tau^3=2\tau^3 .
\end{equation}
The positive sign reflects the late tail of the delay distribution. The output need not be more skewed than the input, because its width grows too: in the worked example below, the third central moment divided by $\sigma^3$ falls from $0.577$ to $0.567$.

\paragraph{Remark 2 (signed currents).} The proof does not need $x\ge0$, but for a current that changes sign $\sigma^2$ is not a squared width. Take a Gaussian pulse centred at $30\,\mu$s and subtract one of half the height at $70\,\mu$s, both with standard deviation $4\,\mu$s. The formal variance is $-3184\,\mu\mathrm{s}^2$ before the filter and $-3084\,\mu\mathrm{s}^2$ after it for $\tau=10\,\mu$s. It still rises by $\tau^2$. If $Q=0$, the centroid is undefined, and the equation for $M_1$ shows that the first moment is then unchanged.

\section{Records of finite length}

\paragraph{Proposition 1.} For a record from $0$ to $T$, let $Q_x(T)$ and $Q_y(T)$ be the integrals of $x$ and $y$. For any initial output $y(0)$,
\begin{equation}
Q_y(T)=Q_x(T)+\tau\,[y(0)-y(T)]. \label{cut}
\end{equation}
If $y(0)=0$ and both charges are nonzero, the centroids within the record obey
\begin{equation}
m_y(T)-m_x(T)=\tau-\frac{\tau y(T)}{Q_y(T)}\,[T-m_x(T)]. \label{cutm}
\end{equation}

\emph{Proof.} Integrating \eqref{ode} gives $\tau[y(T)-y(0)]+Q_y(T)=Q_x(T)$, which is \eqref{cut}. Next multiply \eqref{ode} by $t$ and integrate, using $\int_0^T ty'\,dt=Ty(T)-Q_y(T)$:
\begin{equation}
\int_0^T ty\,dt=Q_x(T)m_x(T)-\tau Ty(T)+\tau Q_y(T).
\end{equation}
Divide by $Q_y(T)$ and replace $Q_x(T)$ by $Q_y(T)+\tau y(T)$, which is \eqref{cut} with $y(0)=0$. The terms in $\tau y(T)$ combine into \eqref{cutm}.

The missing charge is not lost: it sits on the feedback capacitor and appears in the record if one waits. An initial output of the same sign as the pulse has the opposite effect, since charge left from an earlier pulse is counted in the new record. An initial output of the other sign lowers the recorded charge further.

\section{The maximum follows a different rule}

\paragraph{Proposition 2.} Let $x\ge0$ be smooth, rise from zero to a single maximum at $t_p$, and then fall to zero. The output maximum lies on the falling side of the input curve.

\emph{Proof.} By \eqref{conv}, $y(t)$ is an average of earlier input values with total weight at most one. For $0<t\le t_p$ these values do not exceed $x(t)$ and are not all equal to it, so $y<x$ and $y'=(x-y)/\tau>0$. Since $x$ falls to zero, $y$ also tends to zero at late times, so it has a maximum, and this comes after $t_p$. There $y'=0$, and \eqref{ode} gives $y=x$.

The delay $\delta$ of the maximum depends on the shape of the pulse. For $x''(t_p)\ne0$ and $\tau$ small compared with the times over which $x$ varies, repeated use of $y=x-\tau y'$ gives $y'=x'-\tau x''+\tau^2x'''+O(\tau^3)$. Set this to zero at $t_p+\delta$ and expand about $t_p$, where $x'=0$:
\begin{equation}
x''(\delta-\tau)+x'''\left(\tfrac12\delta^2-\tau\delta+\tau^2\right)+O(\tau^3)=0 .
\end{equation}
To leading order $\delta=\tau$, which makes the second bracket $\tau^2/2$. Hence
\begin{equation}
\delta=\tau-\frac{\tau^2}{2}\,\frac{x'''(t_p)}{x''(t_p)}+O(\tau^3). \label{peak}
\end{equation}
The delays of the maximum and the centroid agree to first order in $\tau$; they differ at second order unless $x'''(t_p)=0$.

\section{Worked example}

The capacitor is $10$ nm thick with an area of $2500\,\mu\mathrm{m}^2=2.5\times10^{-5}\,\mathrm{cm}^2$. A switched charge density of $40\,\mu\mathrm{C/cm^2}$ gives
\begin{equation}
Q=40\times2.5\times10^{-5}\,\mu\mathrm{C}=10^{-3}\,\mu\mathrm{C}=1000\ \mathrm{pC}.
\end{equation}
The drive rises linearly from zero to $3$ V in $250\,\mu$s, so the field reaches $3$ MV/cm at a rate $r=3/250=0.012$ MV/cm per $\mu$s. The switching current is a chosen waveform, not a prediction for a material:
\begin{equation}
x(t)=\frac{Q}{11!\,\theta}\left(\frac{t}{\theta}\right)^{11}e^{-t/\theta},\qquad \theta=7\,\mu\mathrm{s}.
\end{equation}
Its centroid is $12\theta=84\,\mu$s and its variance $12\theta^2=588\,\mu\mathrm{s}^2$. With $\tau=10\,\mu$s, a corner frequency $1/(2\pi\tau)=15.9$ kHz, the theorem predicts a centroid of $94\,\mu$s and a variance of $688\,\mu\mathrm{s}^2$. Numerical integration of \eqref{ode}, followed by quadrature of the output, gives $94.0000\,\mu$s and $688.000\,\mu\mathrm{s}^2$. The third central moment rises from $8232$ to $10232\,\mu\mathrm{s}^3$, by $2\tau^3=2000\,\mu\mathrm{s}^3$.

The standard deviation grows from $24.2$ to $26.2\,\mu$s, about $8\%$ of its input value, because widths add in quadrature. For $\tau\ll\sigma_x$ the increase is approximately $\tau^2/(2\sigma_x)$, second order in $\tau$, while the delay is first order. A filter that hardly broadens the peak can therefore still displace it noticeably. For $\tau\gg\sigma_x$ the output width tends to $\tau$ and records the amplifier rather than the capacitor.

With the input pulse held fixed, three time constants give:
\begin{center}
\begin{tabular}{cccc}
$\tau$ & centroid delay & variance increase & delay of maximum\\
($\mu$s) & ($\mu$s) & ($\mu\mathrm{s}^2$) & ($\mu$s)\\
2 & 2.00 & 4.0 & 2.04\\
10 & 10.00 & 100.0 & 9.61\\
40 & 40.00 & 1600.0 & 24.86
\end{tabular}
\end{center}
The maximum is later than $\tau$ in the first row and earlier in the other two. Equation \eqref{peak} explains the first. Write $x'=gx$ with $g=11/t-1/\theta$. At $t_p=11\theta=77\,\mu$s one has $g=0$, so $x'''/x''=g''/g'=-2/t_p$ and $\delta\approx\tau+\tau^2/t_p=2+4/77=2.05\,\mu$s. The delays in the table are the roots of $y'=0$ with $y$ from \eqref{conv}; the numerical output lists instead the largest samples on a grid of spacing $0.05\,\mu$s, at $2.05$, $9.60$ and $24.85\,\mu$s. For $\tau=2\,\mu$s the root lies at $2.038\,\mu$s, so the excess is $0.038\,\mu$s against $0.052\,\mu$s from the two terms, and the gap is of order $\tau^3$. For $\tau=10\,\mu$s the same two terms give $11.3\,\mu$s against the computed $9.6\,\mu$s: the higher orders already matter.

If the record stops at $150\,\mu$s, the input charge up to then is $989.67$ pC and the recorded charge $971.49$ pC. The difference, $18.18$ pC, equals the computed $\tau y(T)$, as \eqref{cut} requires. The centroid shift falls to $8.75\,\mu$s. By \eqref{cutm} the shortfall of $1.25\,\mu$s corresponds to $T-m_x(T)=1.25\times971.49/18.18=66.8\,\mu$s, hence $m_x(T)=83.2\,\mu$s, slightly below $84\,\mu$s because the late tail has been removed.

\section{Consequence for the measured field}

\paragraph{Corollary.} If the current peak and its filtered tail end before a linear ramp $E=rt$ reverses, the current-weighted mean field moves from $rm_x$ to $r(m_x+\tau)$. On the opposite branch $E=-rt$, with time counted from the start of that branch, the shift is $-r\tau$. For the same $\tau$ and ramp rate on both branches, the separation of the two centroid fields grows by $2r\tau$.

In the example $r\tau=0.012\times10=0.12$ MV/cm. The centroid fields move from $\pm1.008$ to $\pm1.128$ MV/cm, and their separation grows by $0.24$ MV/cm. At fixed amplitude and fixed $\tau$, doubling the drive frequency doubles $r$ and hence this instrumental shift, as long as the peak and its filtered tail still end before the ramp reverses. Part of an apparent rise of the switching field with frequency can therefore come from the amplifier. Under the conditions of the corollary it is removed by subtracting $r\tau$ from the magnitude of the centroid field.

The centroid field need not equal the coercive field read from a polarization loop. In a loop built from switching charge alone and centred on zero polarization, the coercive point is where half the switched charge has flowed. That is a median, whose shift the theorem does not fix.

\section{Comparison with real capacitors}

The thickness, switched charge and switching field near $1$ MV/cm lie in the rough range of hafnium-zirconium oxide capacitors. The largest field, $3$ MV/cm, is $0.75$ of a rough breakdown field of $4$ MV/cm, so damage and leakage under cycling cannot be dismissed. The example also takes the current to be pure switching current, which a real capacitor does not supply. With a rough relative permittivity of $30$ the film capacitance is $66.4$ pF, and the ramp drives a dielectric current of $0.80\,\mu$A, or $199$ pC over the rise. Left in a record that ends with the rise, it would move the input centroid by $6.8\,\mu$s, comparable with $\tau$. A longer record gives a different value, because the dielectric current changes sign when the ramp reverses. A constant leakage at a rough high-field value of $10^{-3}\,\mathrm{A/cm^2}$ adds $6.25$ pC and $0.25\,\mu$s over the same rise; for leakage that grows with field up to this value, the charge is an upper estimate, but the centroid move is not, since such leakage arrives later: leakage proportional to $E^{1/2}$ gives $0.27\,\mu$s. Temperature can alter the switching waveform, but the theorem applies to any input waveform that meets its assumptions.

One remedy is to subtract the record of a second, non-switching pulse. If $x_1=x+b$ and $x_2=b$ share the background $b$, and both records start at rest, subtracting the two copies of \eqref{ode} gives $\tau(y_1-y_2)'+(y_1-y_2)=x$. The difference is the filtered switching current, and the theorem applies to it. Any background that differs between the two pulses remains.

Two departures from the ideal amplifier can be sized. An input resistance of $1000\,\Omega$ drops up to $17$ mV at the peak of the switching current alone, equivalent to $0.017$ MV/cm across the film, about one seventh of the shift $r\tau$. This drop changes the film voltage and so can change $x$ itself, against assumption 2. A second independent stage with time constant $\tau_2$ is covered by applying the theorem twice: the delay becomes $\tau+\tau_2$ and the added variance $\tau^2+\tau_2^2$. For $\tau_2=0.5\,\mu$s the additions are $0.50\,\mu$s and $0.25\,\mu\mathrm{s}^2$. A finite amplifier bandwidth is not such an independent stage, because it couples to the film capacitance $C$ at the input. For an amplifier gain $\omega_t/s$ the transfer function is $1/[1+s(\tau+1/\omega_t)+s^2R_f(C_f+C)/\omega_t]$, so the charge is preserved, the delay is $\tau+1/\omega_t$, and the added variance is $\tau^2+1/\omega_t^2-2R_fC/\omega_t$. With $R_f=1$ M$\Omega$, $\omega_t/2\pi=1$ MHz and $C=66.4$ pF these are $10.16\,\mu$s and $78.9\,\mu\mathrm{s}^2$, the latter below $\tau^2$. Clipping is different in kind, since \eqref{ode} then no longer holds and the charge need not be preserved. The numerical output below lists the values used here.

\section*{Computed values}
\begin{verbatim}
film thickness: 10.0 nm
capacitor area: 2500 um2
switched charge density: 40.0 uC/cm2
drive amplitude: 3.0 V
ramp rise time: 250 us
field ramp rate: 0.0120 MV/cm per us
gamma pulse shape: 12 (no unit)
gamma pulse time scale: 7.0 us
amplifier time constant: 10.0 us
corner frequency: 15.92 kHz
gain found at corner: 0.7071 (no unit)
charge in, out: 1000.0000, 1000.0000 pC
centroid in, out: 84.0000, 94.0000 us
variance in, out: 588.000, 688.000 us2
standard deviation in, out: 24.249, 26.230 us
third central moment in, out: 8232.0, 10232.0 us3
time of maximum in, out: 77.00, 86.60 us
peak current in, out: 17.054, 15.756 uA
sweep: tau us | charge pC | centroid shift us | variance rise us2 | delay of maximum us
sweep: 2.0 | 1000.0000 | 2.0000 | 4.000 | 2.05
sweep: 10.0 | 1000.0000 | 10.0000 | 100.000 | 9.60
sweep: 40.0 | 1000.0000 | 40.0000 | 1600.000 | 24.85
cut record length: 150 us
cut record charge in, out: 989.673, 971.493 pC
tau times output at cut: 18.180 pC
centroid shift in cut record: 8.750 us
signed pulse variance in, out: -3184.00, -3084.00 us2
positive centroid field in, out: 1.0080, 1.1280 MV/cm
negative centroid field in, out: -1.0080, -1.1280 MV/cm
added separation of centroid fields: 0.2400 MV/cm
rough relative permittivity: 30 (no unit)
film capacitance: 66.41 pF
dielectric current on ramp: 0.797 uA
dielectric charge on ramp: 199.2 pC
centroid move if dielectric current kept: 6.81 us
rough leakage density: 1.0e-03 A/cm2
leakage charge on ramp, upper estimate: 6.25 pC
centroid move if leakage kept: 0.255 us
input resistance: 1000 ohm
largest input voltage drop: 17.05 mV
same drop as film field: 0.0171 MV/cm
second pole time constant: 0.50 us
second pole extra delay: 0.5000 us
second pole extra variance: 0.2500 us2
largest applied field: 3.00 MV/cm
rough breakdown field: 4.0 MV/cm
applied over breakdown field: 0.75 (no unit)
\end{verbatim}
